# Why a Melt Heated from Above Need Not Be Motionless

**The argument under review.** A germanium crystal doped with gallium is to be grown upward from the bottom of a vertical ampoule. The melt is hotter at the top, so the lighter liquid lies above the heavier. The argument then runs: a parcel displaced upward is heavier than its new surroundings and sinks back; the stratification is therefore stable; therefore the melt is at rest; therefore dopant moves through it by diffusion alone. A small radial temperature difference is admitted but dismissed as too weak to overcome the stable stratification.

The first inference is sound for a melt whose density depends on height alone. The second does not follow. The parcel test asks whether an existing state of rest survives a disturbance, and it cannot show that such a state exists. That question has to be settled first.

**When can the melt be at rest?** Let $z$ point upward, $r$ be the distance from the axis, $p$ the pressure and $\rho$ the density. The melt is Newtonian, gravity $g$ is uniform, the container does not rotate, and no other body force acts. In a Newtonian liquid at rest the viscous stress vanishes, so pressure alone must carry the weight:

$$\frac{\partial p}{\partial r}=0,\qquad \frac{\partial p}{\partial z}=-\rho g .$$

Differentiate the first equation with respect to $z$ and the second with respect to $r$. The mixed derivatives of $p$ are equal, hence

$$g\,\frac{\partial\rho}{\partial r}=0 .$$

The vertical derivative $\partial\rho/\partial z$ does not appear. Pressure can balance any layered density, but it cannot balance a radial variation, and stronger layering gives it no help. There is no critical radial gradient below which rest is possible.

The condition concerns density, not temperature. Thermal and solutal contributions may cancel, and rest is then possible for as long as they do. A liquid with a yield stress is outside the statement. In a rigidly rotating container, gravity is replaced by the effective gravity $\mathbf g_{\rm e}$, which includes the centrifugal part and is curl-free; the curl of $\nabla p=\rho\,\mathbf g_{\rm e}$ gives $\nabla\rho\times\mathbf g_{\rm e}=0$, so density must be constant on the tilted level surfaces. A steady magnetic field that acts only through currents induced by motion does not rescue the argument: these currents vanish at zero velocity, and so does their force.

**Where a radial gradient comes from.** Near mid-height, $z=0$, write the temperature as

$$T=T_0+Gz+\tfrac12Az^2+\theta(r),\qquad G>0 .$$

Here $G$ is the axial gradient and $A$ its rate of change with height. Let $\nabla^2 f=r^{-1}(rf')'$ denote the radial Laplacian. Steady conduction without flow requires $\nabla^2\theta+A=0$. Multiplying by $r$ and integrating from the axis gives $r\theta'=-Ar^2/2$, and a second integration gives $\theta=-Ar^2/4$. With melt radius $R$, the wall is hotter than the axis by

$$\Delta T=-\frac{AR^2}{4}.$$

An axial profile that is not straight is thus enough to produce a radial difference. Below, $\Delta T$ always means this conductive difference; the flow will change the actual one.

**The start of the motion.** Suppose the conductive temperature field is present and the melt is released from rest in a tall closed column. I use the Boussinesq approximation: density varies only in the weight, with thermal expansion coefficient $\beta$. Away from the ends the velocity is vertical, $w(r,t)$. The radial momentum equation then makes the pressure, after the height-dependent part of the weight is absorbed in it, independent of $r$. Its vertical gradient acts equally at all radii. Before viscosity has spread from the wall,

$$\frac{\partial w}{\partial t}=g\beta\,\Delta T\,x^2-\Pi,\qquad x=\frac rR .$$

The column is closed, so the net vertical flow is zero and the area average of the right side must vanish. The average of $x^2$ is $2\int_0^1x^3dx=\tfrac12$, so $\Pi=g\beta\Delta T/2$. On the axis

$$\left.\frac{\partial w}{\partial t}\right|_{r=0}=-\frac{g\beta\,\Delta T}{2}.$$

The axial gradient $G$ is absent: stratification acts only after melt has moved. In a numerical evolution of the column, with viscosity and heat transport included, the axis velocity after a time $0.001R^2/\kappa$ agreed within 1 % with this acceleration multiplied by the time, both for the example below and for stratification ten times stronger.

**The steady flow.** Let $\nu$ be the kinematic viscosity and $\kappa$ the thermal diffusivity. Inertia vanishes for a steady vertical flow that does not vary with height. Where $|Az|\ll G$, the steady equations are

$$0=-\Pi+\nu\nabla^2w+g\beta\theta,\qquad Gw=\kappa(\nabla^2\theta+A).$$

The second says that rising melt brings colder liquid from below, and that conduction must make up the difference. The heat flux through the side wall is held at its conductive value. This agrees with zero net flow: integrating the heat equation over the cross-section gives $G\int_0^Rwr\,dr=\kappa[R\theta'(R)+AR^2/2]$, which vanishes for $\theta'(R)=-AR/2$.

Set $\theta=\Delta T\,\Theta$ and $w=Wu$, with

$$W=\frac{g\beta\,\Delta T\,R^2}{\nu},\qquad S=\frac{g\beta GR^4}{\nu\kappa}.$$

From here on $\nabla^2$ acts on $x$. Divide the momentum equation by $g\beta\Delta T$, and multiply the heat equation by $R^2/(\kappa\Delta T)$. Since $AR^2/\Delta T=-4$ and $GWR^2/(\kappa\Delta T)=S$,

$$\nabla^2u+\Theta=P,\qquad \nabla^2\Theta=4+Su,$$

where $P$ is constant. Taking the Laplacian of the first equation and inserting the second gives

$$\nabla^4u+Su=-4,\qquad u(1)=0,\qquad\int_0^1ux\,dx=0 .$$

Rest, $u=0$ everywhere, would require $0=-4$. No finite $S$ removes this contradiction.

A particular solution is $u=-4/S$. For the homogeneous part, factor $\nabla^4+S=(\nabla^2-i\sqrt S)(\nabla^2+i\sqrt S)$. The modified Bessel function $I_0$ is regular on the axis and obeys $\nabla^2I_0(\lambda x)=\lambda^2I_0(\lambda x)$. Choosing $\lambda^2=i\sqrt S$ gives

$$u=-\frac4S+\mathrm{Re}\,[C\,I_0(\lambda x)],\qquad\lambda=S^{1/4}e^{i\pi/4}.$$

The real part includes the second, complex-conjugate factor. Because $\int_0^1I_0(\lambda x)x\,dx=I_1(\lambda)/\lambda$, the two conditions on $u$ become

$$\mathrm{Re}[C I_0(\lambda)]=\frac4S,\qquad \mathrm{Re}\!\left[\frac{C I_1(\lambda)}{\lambda}\right]=\frac2S ,$$

two real linear equations for the real and imaginary parts of $C$.

**Weak stratification.** For $S\to0$ the equation is $\nabla^4u=-4$. Since $\nabla^2x^4=16x^2$ and $\nabla^2x^2=4$, we have $\nabla^4x^4=64$, and the regular solution is $u=-x^4/16+ax^2+b$. No slip gives $a+b=1/16$. Zero net flow gives $-1/96+a/4+b/2=0$, or $a+2b=1/24$. Subtracting, $b=-1/48$ and $a=1/12$, so

$$u=\frac{-3x^4+4x^2-1}{48}=-\frac{(1-x^2)(1-3x^2)}{48}.$$

Melt descends on the cooler axis and rises near the hotter wall.

**Strong stratification.** For large $S$ the Bessel part is confined to a layer at the wall, because $I_0(\lambda x)$ decays inward over a distance of order $RS^{-1/4}$. In the core $u=-4/S$, so

$$w_{\rm core}=-\frac{4W}{S}=-\frac{4\kappa\,\Delta T}{GR^2}.$$

Gravity, expansion and viscosity have cancelled. Descending melt brings heat from above at just the rate needed to balance the axial curvature. Then $\nabla^2\Theta=4+Su=0$ in the core, whose regular solution is constant: the flow flattens the radial temperature profile there. At fixed $\Delta T$ the core speed falls as $1/G$. Stable stratification is an effective brake, but its effect is a slower flow, not rest.

**What "stable" does establish.** Let $u'$ and $\varphi$ be the departures of velocity and temperature from the steady column flow, in the same units, with time $\tau$ in units of $R^2/\kappa$ and $\mathrm{Pr}=\nu/\kappa$. The constant drive cancels in the difference:

$$\partial_\tau u'=\mathrm{Pr}(\nabla^2u'+\varphi-P'),\qquad\partial_\tau\varphi=\nabla^2\varphi-Su'.$$

Multiply the first by $Su'/\mathrm{Pr}$ and the second by $\varphi$, add, and integrate with weight $x$. The terms $\pm Su'\varphi$ cancel, and the pressure term vanishes because $u'$ has no net flow. Integration by parts leaves no wall terms, since $u'=0$ and $\partial_x\varphi=0$ there:

$$\frac{d}{d\tau}\int_0^1\frac12\left(\frac{Su'^2}{\mathrm{Pr}}+\varphi^2\right)x\,dx=-\int_0^1\left[S(\partial_xu')^2+(\partial_x\varphi)^2\right]x\,dx .$$

For $S>0$ such disturbances decay, apart from a uniform temperature offset, which drives nothing. But they decay towards the steady flow. A melt released from rest is itself a disturbed version of that flow, and stability carries it into motion. This proof covers disturbances that keep the column form.

**A germanium example.** Take $R=10$ mm, melt height 40 mm, $G=10$ K/cm and $\Delta T=0.10$ K. Rough melt properties are $\beta=1.0\times10^{-4}$ K$^{-1}$, $\nu=1.3\times10^{-7}$ m$^2$/s and $\kappa=2.0\times10^{-5}$ m$^2$/s. The required curvature is $A=-4(0.10)/(1.0)^2=-0.40$ K/cm$^2$. It changes the axial gradient by 8 % between the middle and either end.

The initial axis acceleration is $-9.81\times10^{-4}\times0.10/2$ m/s$^2$, or $-49$ µm/s$^2$. The parameters are $W=75.4$ mm/s and $S=3772$. The full formula gives a steady axis velocity of $-89$ µm/s, while the core law gives

$$w_{\rm core}=-\frac{4(2.0\times10^{-5})(0.10)}{(1000)(0.010)^2}\ \mathrm{m/s}=-80\ \text{µm/s}.$$

The remaining $-9$ µm/s is the Bessel term, which has not fully decayed at the axis. The upward flow peaks at 90 µm/s at $r=0.88R$. Of the conductive 100 mK, only 32 mK remains between wall and axis. The slowest column disturbance decays by a factor $e$ in 5.8 s; with the sign of $G$ reversed, an axisymmetric disturbance instead grows by a factor $e$ in 4.1 s, and one that rises on one side and sinks on the other grows faster, in about 1.5 s.

With $\Delta T$ and all other inputs fixed, the column formula gives axis speeds of 769, 89, 26 and 8.0 µm/s for $G=1$, 10, 30 and 100 K/cm. The limit $G\to0$ is $W/48=1572$ µm/s. The first value and this limit are local results of the formula, not predictions for the 40 mm melt: there the curvature changes the gradient by 0.8 K/cm over half the height, which is no longer small beside $G$.

The column has no ends, so a closed cylinder was also computed, with inertia, no-slip walls, flat isothermal ends and the varying axial gradient. At mid-height its axis velocity is about $-89$ µm/s, and the profile differs from the column formula by at most 3.9 % of the largest column speed on the coarse grid (24 by 72 cells). Nearly all of this is grid error: in a converged solution the difference is about 0.1 %. Reducing $\Delta T$ tenfold at fixed $G$ reduced the axis speed by a factor 9.995. The response is nearly proportional, with no sign of a threshold.

**Consequence for the dopant.** Let the growth rate be $V=10$ mm/h $=2.78$ µm/s and the dopant diffusivity $D=1.0\times10^{-8}$ m$^2$/s. If diffusion alone opposed the advance of the crystal, the steady balance $Vc'+Dc''=0$ for the dopant concentration $c$ would give an excess decaying as $e^{-Vz'/D}$ with height $z'$ above the crystal. The layer thickness is $D/V=3.6$ mm. At that height the closed-cylinder flow descends on the axis at 61 µm/s, 22 times the growth rate. About 0.8 mm above the crystal, melt moves outward at up to about 47 µm/s (48 on the coarse grid), and the outward flow peaks at about 62 µm/s some 1.9 mm above it. At 47 µm/s melt crosses the radius in about 210 s, whereas the diffusion layer builds up far more slowly: for a dopant with a small segregation coefficient $k$, here 0.09, it approaches its steady strength in a time of order $D/(kV^2)\approx14\,000$ s. At 10 mm/h the whole 40 mm melt would freeze in about the same time, so the steady layer is an idealization here, not a state into which this charge settles.

Diffusion-controlled segregation therefore cannot be assumed here. The dopant field itself was not computed, so these figures do not give the final radial segregation. They also show what is right in the original intuition: a flow may exist and still be unimportant. By proportionality at fixed $G$, the axis speed at height $D/V$ would fall to the growth rate for $\Delta T\approx0.10/22$ K, between 4 and 5 mK (at this height the proportionality holds to about 5 %, and a flat interface is assumed). This marks where the two speeds are equal, not a threshold for motion, and not yet a licence to neglect the flow: at equal speeds it can still redistribute the dopant appreciably. Neglect requires a considerably smaller $\Delta T$.

**Relation to a real furnace.** The dimensions, gradient and growth rate are illustrative, and so is the radial difference of 0.1 K. Doubling it at fixed $G$ would nearly double the speed, to about 180 µm/s. Real ampoules are also not perfectly vertical: a tilt of $\arcsin(0.1/10)=0.57^\circ$ turns enough of the axial gradient sideways to equal $\Delta T/R$. That drive is comparable in size, but its flow is not axisymmetric and needs its own calculation. The growth interface was taken as flat. Latent heat and the different conductivities of crystal and melt normally bend it, and a deflection of only $\Delta T/G=0.1$ mm imposes a radial difference as large as $\Delta T$. With the edge of the crystal 0.1 mm higher than its centre, the axis speed at height $D/V$ falls from 61 to about 14 µm/s; at 0.3 mm the flow there reverses, rising on the axis at about 90 µm/s and moving inward along the crystal, while the mid-height flow is almost unchanged. The size and direction of the flow near the crystal therefore depend on the interface shape. The example has a rigid lid. A free surface would add a thermocapillary drive; for a rough surface-tension slope of 0.10 mN/(m K) and density 5500 kg/m$^3$, its viscous speed scale is 14 mm/s. At that speed the Reynolds number would be about 1000, so inertia would confine the motion to a thin surface layer and lower the scale to roughly 1 mm/s. This is a scale, not a predicted velocity, but it shows that the lid matters, at least near the top. Smaller omissions are the 0.4 % density change over the melt height and the growth throughflow, 3 % of the axis speed. For a dopant fraction of $10^{-6}$ and an assumed relative density change of 0.2 per unit fraction, the dopant changes the axial density step across the diffusion layer by roughly 0.6 %. This figure assumes a fully developed diffusion layer and compares densities only. It understates the possible effect on the flow: dopant diffuses $\kappa/D=2000$ times more slowly than heat, so displaced melt keeps its composition much longer than its temperature. In the steady column equations, a maintained solutal gradient of this size would count about $0.0056\times2000\approx11$ times as much as the thermal one, as a brake if the enriched melt is denser and as a destabilizing influence if it is lighter. If the whole solutal step appeared as a radial difference, it would amount to about 20 % of $\beta\Delta T$. The coefficient 0.2 is a deliberately large value, not a property of gallium: liquid gallium and germanium have nearly the same density at the melting point of germanium, and ideal mixing gives a coefficient of order 0.01 with uncertain sign. For gallium at this fraction the factor 11 then becomes roughly 0.2 to 0.8 and the 20 % becomes about 1 %; both scale with the doping level. The speeds near the crystal given above are therefore those of a melt whose density depends on temperature alone; a developed dopant layer could change them substantially.

**Correction requested.** The statement "the melt is heated from above and is therefore motionless" should be replaced by two separate ones. Rest requires a density that depends on height alone. If the density also varies with radius, the melt flows, and the speed must be estimated and compared with the growth rate before convection is neglected. The values used here are listed in the numerical output.

## Computed results

```
Radius 10 mm, melt height 40 mm
Axial gradient G 10 K/cm, conductive radial dT 0.10 K
Axial curvature giving this dT: -0.40 K/cm2
Expansion coefficient 1.0e-04 1/K
Viscosity 1.30e-07 m2/s, thermal diffusivity 2.00e-05 m2/s
Density 5500 kg/m3, dopant diffusivity 1.0e-08 m2/s
Growth rate 10 mm/h = 2.78 um/s
Prandtl number 0.0065, stratification number S 3772
Velocity unit W 75.44 mm/s
Unbalanced force, layered density (relative) 2.3e-12
Same with radial part 0.4573; 20x stratified 0.4573
Initial axis acceleration -49.0 um/s2
Evolution/formula at start, S and 10S: 0.9986, 0.9986
Steady axis velocity -89.0 um/s (minus = down)
Strong-stratification core law -80.0 um/s
Peak upward velocity 90.4 um/s at r/R = 0.884
Radial temperature difference left by flow 32.0 mK
Column evolution vs formula, largest error 0.28 %
Slowest decay time, heated above 5.8 s
Growth time of disturbance, heated below 4.06 s
Axis velocity at G = 0: -1572 um/s
Axis velocity at G = 1 K/cm: -769.3 um/s
Axis velocity at G = 10 K/cm: -89.0 um/s
Axis velocity at G = 30 K/cm: -26.0 um/s
Axis velocity at G = 100 K/cm: -8.0 um/s
Closed cylinder, mid-height axis -88.8 um/s
Closed cylinder vs column, largest error 3.9 %
Speed ratio for tenfold dT in closed cylinder 9.995
Dopant diffusion layer D/V 3.60 mm
Axis velocity at that height -61.4 um/s
That speed / growth rate 22.1
Peak radial velocity about 1 mm above crystal 47.6 um/s (plus = outward)
Solutal Peclet number |w_axis| R/D 89
Reynolds number |w_axis| R/nu 6.8
Neglected: density change over height 0.40 %
Change of axial gradient, middle to end 8 %
Neglected: growth rate / axis speed 3.1 %
Dopant input: fraction 1e-06, segregation 0.09, density coeff. 0.2
Neglected: dopant/thermal density step in layer 0.56 %
Tilt giving horizontal gradient dT/R: 0.57 degrees
Surface-tension slope input 0.10 mN/(m K)
Free-surface speed scale, if no lid 14.0 mm/s
```
